# Thermal diffusivity from the decay of a hot–cold periodic cell: a numerical check

```python
# Result under test: a periodic cell of length L, prepared half hot and half
# cold, whose longest temperature wave decays as exp(-t/tau), has the Fourier
# diffusivity D = L^2/(4 pi^2 tau).  A gray kinetic model (carrier speed v,
# relaxation time tau_r, mean free path v*tau_r, D = v^2*tau_r/3) tests how far
# Fourier's law can be trusted.  y = (wave number)*(mean free path).
# Units: nm, ps, K; 1 nm^2/ps = 1 mm^2/s and 1 nm/ps = 1 km/s.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

length, tau = 100.0, 10.0
hot, cold = 350.0, 250.0
delta0 = hot - cold
k = 2 * np.pi / length
D = length**2 / (4 * np.pi**2 * tau)


# ---------- Fourier's law: finite volumes ----------
def minus_laplacian(cells, periodic):
    dx = length / cells
    m = 2 * np.eye(cells) - np.eye(cells, k=1) - np.eye(cells, k=-1)
    if periodic:
        m[0, -1] = m[-1, 0] = -1
    else:
        m[0, 0] = m[-1, -1] = 1
    return m / dx**2


cells = 400
eigval, eigvec = np.linalg.eigh(minus_laplacian(cells, True))
start = np.where(np.arange(cells) < cells // 2, hot, cold)
weights0 = eigvec.T @ start


def half_difference(t):
    profile = eigvec @ (np.exp(-D * eigval * t) * weights0)
    return profile[:cells // 2].mean() - profile[cells // 2:].mean()


def slope_rate(f, t1, t2):
    return np.log(f(t1) / f(t2)) / (t2 - t1)


late_tau = 1 / slope_rate(half_difference, 20.0, 40.0)
assert abs(late_tau / tau - 1) < 1e-4      # grid error is about 2e-5

odd = np.arange(1, 4001, 2)


def series(t):
    return 8 * delta0 / np.pi**2 * np.sum(np.exp(-odd**2 * t / tau) / odd**2)


times = [1.0, 5.0, 10.0, 20.0]
for t in times:
    assert abs(series(t) - half_difference(t)) < 0.01

early_D = slope_rate(half_difference, 0.0, 5.0) / k**2
t_e = brentq(lambda t: half_difference(t) - delta0 / np.e, 1.0, 20.0)
false_D = 1 / (k**2 * t_e)
assert early_D > 1.2 * D and false_D > 1.2 * D

# insulated ends: diffusivity needed for the same decay time
closed = np.linalg.eigvalsh(minus_laplacian(cells, False))
closed_D = 1 / (tau * closed[1])
assert abs(closed_D / D - 4) < 1e-3


# ---------- diffusivity varying linearly with temperature ----------
# u = (T - mean)/(delta0/2); local diffusivity is D*(1 + beta*u)
def nonlinear_rate(beta):
    n = 100
    dx = length / n
    u0 = np.where(np.arange(n) < n // 2, 1.0, -1.0)

    def rhs(t, u):
        right = np.roll(u, -1)
        flux = -D * (1 + beta * (u + right) / 2) * (right - u) / dx
        return -(flux - np.roll(flux, 1)) / dx

    sol = solve_ivp(rhs, (0, 20), u0, method="LSODA", t_eval=[10, 20],
                    rtol=1e-9, atol=1e-10)
    assert sol.success
    diff = sol.y[:n // 2].mean(axis=0) - sol.y[n // 2:].mean(axis=0)
    return np.log(diff[0] / diff[1]) / 10


rate_flat = nonlinear_rate(0.0)
shift_02 = nonlinear_rate(0.2) / rate_flat - 1
shift_04 = nonlinear_rate(0.4) / rate_flat - 1
shift_minus = nonlinear_rate(-0.4) / rate_flat - 1
assert abs(shift_04 / shift_02 - 4) < 0.4       # second order in beta
assert abs(shift_minus - shift_04) < 1e-5       # even in beta
assert abs(shift_04) < 0.01


# ---------- gray kinetic model: discretized directions ----------
def kinetic_matrix(y, directions):
    # time in units of the relaxation time
    mu, w = np.polynomial.legendre.leggauss(directions)
    average = np.outer(np.ones(directions), w / 2)
    return average - np.eye(directions) - 1j * y * np.diag(mu), w / 2


def slowest_rate(y, directions=64):
    return -np.max(np.linalg.eigvals(kinetic_matrix(y, directions)[0]).real)


for y in (0.3, 0.9, 1.4):
    assert abs(slowest_rate(y) - (1 - y / np.tan(y))) < 1e-6
y_small = 0.3
excess = slowest_rate(y_small) / (y_small**2 / 3) - 1
assert abs(excess / (y_small**2 / 15) - 1) < 0.02
# past y = pi/2 no mode outlives the relaxation time (up to angular grid error)
rate_beyond = slowest_rate(1.8, 200)
assert rate_beyond > 0.95

v_min = length / (4 * tau)
rows = []
for v in (3.0, 5.0, 10.0):
    y = brentq(lambda z: 1 / z - 1 / np.tan(z) - 1 / (k * v * tau),
               1e-3, np.pi / 2)
    path = y / k
    tau_r = path / v
    D_kin = v * path / 3
    assert abs(slowest_rate(y) / tau_r * tau - 1) < 1e-6
    assert np.pi**2 / 12 < D_kin / D < 1
    rows.append((v, y, path, tau_r, D_kin))

# time evolution of the longest wave at 5 km/s, starting isotropic
v, y, path, tau_r, D_kin = rows[1]
generator, w_half = kinetic_matrix(y, 64)


def wave_amplitude(t):
    return (w_half @ expm(generator * t / tau_r) @ np.ones(64)).real


kinetic_tau = 1 / slope_rate(wave_amplitude, 40.0, 60.0)
assert abs(kinetic_tau / tau - 1) < 1e-3

# the lower bound, approached from the discretized kinetic equation
y_edge = 1.5
ratio_edge = (y_edge**2 / 3) / slowest_rate(y_edge, 200)
assert np.pi**2 / 12 < ratio_edge < 0.85

print(f"cell length: {length:.0f} nm")
print(f"fundamental decay time: {tau:.0f} ps")
print(f"initial temperatures: {hot:.0f} K and {cold:.0f} K")
print(f"fundamental wave number: {k:.5f} 1/nm")
print(f"Fourier diffusivity: {D:.2f} mm^2/s")
print(f"decay time from late slope, 20-40 ps: {late_tau:.3f} ps")
print(f"fundamental share of initial difference: {8/np.pi**2:.4f}")
for t in times:
    print(f"half-cell difference at {t:.0f} ps: "
          f"grid {half_difference(t):.2f} K, series {series(t):.2f} K")
print(f"false diffusivity, slope 0-5 ps: {early_D:.1f} mm^2/s")
print(f"time for difference to fall to 1/e: {t_e:.2f} ps")
print(f"false diffusivity from that time: {false_D:.1f} mm^2/s")
print(f"diffusivity if ends were insulated: {closed_D:.1f} mm^2/s")
print("rate shift, 10-20 ps, D varying by +-20% at start: "
      f"{100*shift_02:.3f} %")
print("rate shift, 10-20 ps, D varying by +-40% at start: "
      f"{100*shift_04:.3f} %")
print(f"least carrier speed for this decay: {v_min:.2f} km/s")
print(f"lower bound of D ratio, pi^2/12: {np.pi**2/12:.4f}")
print(f"lower bound of diffusivity: {D*np.pi**2/12:.2f} mm^2/s")
for v, y, path, tau_r, D_kin in rows:
    print(f"speed {v:.0f} km/s: y = {y:.4f}, mean free path {path:.2f} nm")
    print(f"  relaxation time {tau_r:.3f} ps, D = {D_kin:.2f} mm^2/s, "
          f"ratio to Fourier {D_kin/D:.4f}")
print(f"kinetic decay time at 5 km/s, 40-60 ps: {kinetic_tau:.3f} ps")
print(f"slowest rate times relaxation time at y = 1.8: {rate_beyond:.3f}")
print("done: every assertion held")
```

Output:

```
cell length: 100 nm
fundamental decay time: 10 ps
initial temperatures: 350 K and 250 K
fundamental wave number: 0.06283 1/nm
Fourier diffusivity: 25.33 mm^2/s
decay time from late slope, 20-40 ps: 10.000 ps
fundamental share of initial difference: 0.8106
half-cell difference at 1 ps: grid 77.29 K, series 77.28 K
half-cell difference at 5 ps: grid 49.27 K, series 49.26 K
half-cell difference at 10 ps: grid 29.82 K, series 29.82 K
half-cell difference at 20 ps: grid 10.97 K, series 10.97 K
false diffusivity, slope 0-5 ps: 35.9 mm^2/s
time for difference to fall to 1/e: 7.90 ps
false diffusivity from that time: 32.1 mm^2/s
diffusivity if ends were insulated: 101.3 mm^2/s
rate shift, 10-20 ps, D varying by +-20% at start: -0.156 %
rate shift, 10-20 ps, D varying by +-40% at start: -0.642 %
least carrier speed for this decay: 2.50 km/s
lower bound of D ratio, pi^2/12: 0.8225
lower bound of diffusivity: 20.83 mm^2/s
speed 3 km/s: y = 1.3781, mean free path 21.93 nm
  relaxation time 7.311 ps, D = 21.93 mm^2/s, ratio to Fourier 0.8659
speed 5 km/s: y = 0.9019, mean free path 14.35 nm
  relaxation time 2.871 ps, D = 23.92 mm^2/s, ratio to Fourier 0.9445
speed 10 km/s: y = 0.4704, mean free path 7.49 nm
  relaxation time 0.749 ps, D = 24.95 mm^2/s, ratio to Fourier 0.9852
kinetic decay time at 5 km/s, 40-60 ps: 10.000 ps
slowest rate times relaxation time at y = 1.8: 0.988
done: every assertion held
```
